\section*{Threading and misfit dislocation densities: what each says about strain relief}

\section{The argument under review}

The manuscript treats a relaxed wurtzite film on the $c$ plane, of the kind used as a buffer in wide-gap transistors. The film has thickness $h=1\,\mu\mathrm{m}$, in-plane Burgers vectors of length $b=0.32$ nm, and a biaxial strain relief of $0.50\,\%$. These are round model values. The threading-dislocation density is $N=10^{9}\ \mathrm{cm^{-2}}$. The authors draw two conclusions.

First, they assign the relief to three families of misfit dislocations with a spacing of 96 nm. They square the inverse spacing, obtain $1.1\times10^{10}\ \mathrm{cm^{-2}}$, and call this the threading density that the relief requires. Since they count about ten times fewer threads, they conclude that most of the misfit dislocations are missing.

Second, they take $\sqrt N$ as the misfit line density, find a relief of about $0.05\,\%$, and conclude that some other mechanism supplies the remaining nine tenths.

The spacing of 96 nm is correct if the lines are pure edge dislocations, all with the relieving sign. The question is whether either step from one density to the other is allowed.

\section{Two densities with different units}

The threading density $N$ is the number of dislocation lines that cross unit area of a plane parallel to the surface. Its unit is $\mathrm{cm^{-2}}$. The misfit density $\Lambda$ is the length of dislocation line lying in the interface, per unit interface area. Its unit is $\mathrm{cm/cm^2}=\mathrm{cm^{-1}}$. A proportionality between them needs a length. The manuscript takes this length from the densities themselves, through $N=1/p^2$ or $\Lambda=\sqrt N$, and gives no reason for the choice.

One can give both the same unit. Vertical threads have a line length per film area of $Nh$, in $\mathrm{cm^{-1}}$ like $\Lambda$. Conversely, $\Lambda/h$ is the misfit line length per film volume, in $\mathrm{cm^{-2}}$ like $N$. This does not make the quantities equivalent, because strain relief depends on the direction of a line as well as on its length.

\section{Relief from the geometry of the lines}

Let $\hat{\mathbf z}$ be the upward film normal and $S$ the film area. The film is wide, the strains are small, and the substrate is thick enough to hold the mean lateral size of the film. I take a film under compression, so that relief is a positive change of its elastic strain. For a film under tension all Burgers vectors are reversed.

Let $\beta_{ij}$ be the elastic distortion that the dislocations add to the coherent film. The Burgers vector is defined by
\begin{equation}
\oint \beta_{ij}\,dx_j=b_i ,
\end{equation}
with the circuit right-handed about the line direction.

Consider a half-loop. Its line goes down through the plane at height $z$ at a point $P$, runs along the interface, and comes up through the plane at $Q$. Put $P$ and $Q$ on the $x$ axis, with $Q-P=L\hat{\mathbf x}$. The displacement $\mathbf u$ can be made single-valued by a cut that ends on the dislocation. In the plane at height $z$ the trace of this cut joins $P$ to $Q$.

A counterclockwise circuit about $Q$ can start just below the trace, at $y=0^-$, and end just above it, at $y=0^+$. Along this path $\beta$ is the gradient of $\mathbf u$, so
\begin{equation}
u_i(y=0^+)-u_i(y=0^-)=b_i .
\end{equation}
The full gradient of $\mathbf u$ therefore contains the elastic part and a jump on the trace:
\begin{equation}
\partial_j u_i=\beta_{ij}+b_i\,\nu_j\,\delta_{\rm trace},
\qquad \boldsymbol\nu=\hat{\mathbf y}.
\end{equation}
Here $\delta_{\rm trace}$ is a delta function that integrates across the trace to one.

Now average over the plane, with $j$ an in-plane direction. The integral of $\partial_j u_i$ is a boundary term. Because the substrate holds the lateral size, $\mathbf u$ stays bounded, and the boundary term divided by $S$ vanishes for a wide film. Hence
\begin{equation}
0=\langle\beta_{ij}\rangle+\frac{1}{S}\,b_i L\,\hat y_j .
\end{equation}
Since $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$, this is
\begin{equation}
\langle\beta_{ij}\rangle=\frac1S\,b_i\,(\Delta\mathbf r\times\hat{\mathbf z})_j ,
\qquad \Delta\mathbf r=Q-P .
\label{eq:loop}
\end{equation}

The trace need not be straight. If $\mathbf t$ is its unit tangent, its normal is $\hat{\mathbf z}\times\mathbf t$, and $\int\mathbf t\,dl=\Delta\mathbf r$ for every path from $P$ to $Q$. A misfit segment that wanders in the interface thus gives the same mean relief as a straight one with the same ends. Elastic constants have not entered either.

A thread inherited from the substrate is treated in the same way. Its cut already exists in the substrate and ends on a partner thread of opposite direction or at the wafer edge. If the thread is displaced sideways between the substrate and height $z$, the trace changes by that displacement. Relative to the substrate, $\Delta\mathbf r$ is then the horizontal run of the line below $z$, taken along the line direction. Summing over lines and keeping the symmetric part, which is the strain, gives for in-plane $i$ and $j$
\begin{equation}
R_{ij}(z)=\frac{1}{2S}\sum\left[b_i(\Delta\mathbf r\times\hat{\mathbf z})_j
+b_j(\Delta\mathbf r\times\hat{\mathbf z})_i\right].
\label{eq:R}
\end{equation}
The formula does not apply to the shears $xz$ and $yz$. The free surface keeps their plane averages at zero, and a component of $\mathbf b$ along $\hat{\mathbf z}$ tilts the lattice instead. The biaxial relief is half the in-plane trace,
\begin{equation}
\delta(z)=\tfrac12(R_{xx}+R_{yy})
=\frac{1}{2S}\sum \mathbf b\cdot(\Delta\mathbf r\times\hat{\mathbf z}).
\label{eq:delta}
\end{equation}

Equation~(\ref{eq:delta}) shows what counts. A vertical thread without a run has $\Delta\mathbf r=0$ and contributes nothing to the mean relief, however many such threads there are. It still has a local strain field, but the plane average of that field does not relax the film. A Burgers vector along $\hat{\mathbf z}$, or one parallel to the run, also contributes nothing to $\delta$. Runs of opposite sign cancel.

\section{The misfit network}

Take one set of parallel misfit lines with spacing $p$ and with $\mathbf b=b\,\mathbf n$, where $\mathbf n$ is the in-plane normal to the lines on the relieving side. The line length per area is $1/p$, and eq.~(\ref{eq:R}) gives
\begin{equation}
R_{ij}=\frac{b}{p}\,n_in_j .
\end{equation}
This is a uniaxial relief $b/p$ across the lines and none along them.

The isotropic edge-dislocation field shows how the elastic constants drop out. With $\mathbf b$ along $x$ and the line at the origin, now with $y$ measured along the film normal,
\begin{equation}
u_x=\frac{b}{2\pi}\left[\theta+\frac{xy}{2(1-\nu_P)(x^2+y^2)}\right],
\end{equation}
where $\theta$ is the polar angle between $-\pi$ and $\pi$, and $\nu_P$ is Poisson's ratio. The mean strain of the array at fixed $y$ is
\begin{equation}
\frac1p\int_{-\infty}^{\infty}\partial_xu_x\,dx
=\frac{u_x(\infty)-u_x(-\infty)}{p}.
\end{equation}
The second term of $u_x$ vanishes at both ends, and $\nu_P$ goes with it. For $y>0$ the angle falls from $\pi$ to $0$, which gives $-b/(2p)$. For $y<0$ it rises from $-\pi$ to $0$, which gives $+b/(2p)$. The mean strains of the two sides thus differ by $b/p$. A thick substrate keeps its own mean strain at zero, which adds a uniform strain to both sides, so the film takes the whole difference. The sign here belongs to a film under tension; reversing $\mathbf b$ gives the compressed case.

Three families at $60^\circ$ have normals at $0^\circ$, $60^\circ$ and $120^\circ$. Then
\begin{align}
\sum n_x^2&=1+\tfrac14+\tfrac14=\tfrac32,\\
\sum n_y^2&=0+\tfrac34+\tfrac34=\tfrac32,\\
\sum n_xn_y&=0+\tfrac{\sqrt3}{4}-\tfrac{\sqrt3}{4}=0 .
\end{align}
The relief is biaxial and equal to $3b/(2p)$. The total line length per area is $\Lambda=3/p$, so
\begin{equation}
\delta=\frac{b\Lambda}{2}.
\label{eq:misfit}
\end{equation}
This assumes that the lines are pure edge, that the families cross without reacting, and that all lines have the relieving sign. For lines at $60^\circ$ to $\mathbf b$, eq.~(\ref{eq:delta}) multiplies the relief by $\sin60^\circ$, and the spacing found below would be 83 nm instead of 96 nm.

For the film in the manuscript,
\begin{equation}
\Lambda=\frac{2\delta}{b}
=\frac{2\times0.005}{0.32\times10^{-7}\ \mathrm{cm}}
=3.1\times10^{5}\ \mathrm{cm^{-1}},
\end{equation}
and $p=3/\Lambda=96$ nm, as the authors state. Up to this point no threading density has been needed.

\section{The missing length}

Let $\ell$ be the interface run per thread, averaged over all threads, including those that have none. If the misfit segments are straight and end on threads that all reach the plane where $N$ is counted, then
\begin{equation}
\Lambda=N\ell,\qquad \delta=\frac{bN\ell}{2}.
\label{eq:run}
\end{equation}
An inherited thread that bends into the interface and then continues upward does not share its run with a second thread, so the whole run counts for it. A half-loop with misfit length $L$ has two threads, so $\ell=L/2$. If threads meet and annihilate inside the film, the count at the surface is lower than the count at the interface, and $\Lambda/N$ formed with the surface count exceeds the run of the individual thread. The numbers below assume that this does not happen.

The measured $N=10^9\ \mathrm{cm^{-2}}$ is compatible with the full relief if
\begin{equation}
\ell=\frac{3.125\times10^{5}\ \mathrm{cm^{-1}}}{10^{9}\ \mathrm{cm^{-2}}}
=3.1\times10^{-4}\ \mathrm{cm}=3.1\,\mu\mathrm{m},
\end{equation}
that is, if half-loops have a misfit length of $6.3\,\mu$m. For the same relief, $N=10^{8}\ \mathrm{cm^{-2}}$ needs a run of $31\,\mu$m, and $N=10^{10}\ \mathrm{cm^{-2}}$ needs $0.31\,\mu$m. The threading density varies by a factor of one hundred while the relief stays the same.

The hidden assumptions of the manuscript can now be read off. Setting $N=1/p^2$ in $\Lambda=N\ell$, with $\Lambda=3/p$, gives
\begin{equation}
\ell=\frac{3/p}{1/p^2}=3p=288\ \mathrm{nm}.
\end{equation}
The first conclusion therefore assumes that each thread has a run of three misfit spacings. Setting $\Lambda=\sqrt N$ gives $\ell=1/\sqrt N$, which is $0.32\,\mu$m at $10^9\ \mathrm{cm^{-2}}$. The second conclusion assumes that each thread has a run of $1/\sqrt N$, the spacing that the threads would have on a square lattice. The actual relief needs a run about ten times longer, and this is the whole of the factor between $0.05\,\%$ and $0.50\,\%$. Neither missing misfit lines nor an additional mechanism follows from the count.

The two densities can also change separately. Suppose two misfit segments on the same line, with the same Burgers vector, extend until their facing threads meet. These threads have opposite line directions and can annihilate. At that event $N$ falls and $\Lambda$ does not change. In the limit where the misfit lines reach the wafer edges, relief needs no threads in the interior, and eq.~(\ref{eq:misfit}) still holds while eq.~(\ref{eq:run}) no longer describes the line ends.

The opposite limit is a film crossed by straight vertical threads. At $N=10^{10}\ \mathrm{cm^{-2}}$ their length per area is
\begin{equation}
Nh=10^{10}\ \mathrm{cm^{-2}}\times10^{-4}\ \mathrm{cm}=10^{6}\ \mathrm{cm^{-1}}.
\end{equation}
This is about three times the misfit line length that gives $0.50\,\%$, and its mean relief is zero.

\section{Threads that lean}

The authors could reply that threads do sometimes relieve strain. They do when they are inclined. A thread at angle $\alpha$ to the normal has the run $z\tan\alpha$ at height $z$ above the interface. Let $\mathbf b$ lie in the plane, perpendicular to the tilt and with the relieving sign, and let the tilt directions be spread evenly. Equation~(\ref{eq:delta}) then gives
\begin{equation}
\delta(z)=\frac{bN}{2}\,z\tan\alpha .
\end{equation}
The relief grows with height, whereas a run in the interface relieves the whole film above it equally. The film average is
\begin{equation}
\bar\delta=\frac1h\int_0^h\frac{bN}{2}\,z\tan\alpha\,dz
=\frac{bNh\tan\alpha}{4}.
\label{eq:incl}
\end{equation}
It vanishes for $\alpha=0$, as it must. Now take the line direction of every thread upward, which fixes the sign of its Burgers vector. The relief also vanishes if, for each Burgers vector so defined, tilts in opposite directions are equally frequent, because the terms in eq.~(\ref{eq:delta}) then cancel in pairs. A measured angle and a measured $N$ are thus still not enough; the tilt must be correlated with $\mathbf b$.

For $\alpha=15^\circ$ and full correlation, $N=10^9\ \mathrm{cm^{-2}}$ gives
\begin{equation}
\bar\delta=\tfrac14(3.2\times10^{-8})(10^{9})(10^{-4})(0.268)
=2.1\times10^{-4},
\end{equation}
with lengths in cm. This is $0.021\,\%$ on average and $0.043\,\%$ at the top of the film, small beside the stated $0.50\,\%$. At $10^{10}\ \mathrm{cm^{-2}}$ the values are $0.21\,\%$ and $0.43\,\%$, which could not be neglected. These values assume that $N$ is constant with height. At $10^{10}\ \mathrm{cm^{-2}}$ the run at the top, $0.27\,\mu$m, exceeds the thread spacing $1/\sqrt N=0.10\,\mu$m, so threads can meet and react on the way up. In this mechanism the relief is proportional to $N$, but the factor of proportionality contains the thickness and the line orientation.

\section{What geometry leaves open}

Equation~(\ref{eq:R}) gives the relief of a stated arrangement. It does not say that the arrangement can form. For the pure edge case used here, a vertical thread has a glide plane that contains $\hat{\mathbf z}$ and $\mathbf b$. The run that relieves strain is perpendicular to $\mathbf b$, so the thread would have to leave its glide plane and move by climb, or the run would have to be laid down during growth. A Burgers vector with components both in and out of the basal plane can allow glide on an inclined plane. In that case eq.~(\ref{eq:delta}) counts only the in-plane component perpendicular to the run.

The formulas also need amendment if the substrate is thin enough to share the strain, or if the film is narrow enough to relax at its edges. If crossing misfit lines react, eq.~(\ref{eq:R}) still holds when each segment is counted with its own Burgers vector, but eqs.~(\ref{eq:misfit}) and~(\ref{eq:run}) need not.

\section{Requested changes}

Both conclusions drawn from the thread count should be withdrawn. The manuscript should report $N$ in $\mathrm{cm^{-2}}$ and $\Lambda$ in $\mathrm{cm^{-1}}$, and should obtain the relief from misfit lines whose Burgers vectors have been identified, or from the lattice parameters, compared with those of the coherent film and corrected for thermal strain. If the authors wish to connect the relief with the threads, they need to measure the thread density near the interface as well as at the surface, the interface run per thread, and the inclination of the threads together with their Burgers vectors. A mean run near $3\,\mu$m would account for their film with the threads they have counted, provided that the Burgers vectors lie in the plane, perpendicular to the runs and with the relieving sign, and that the runs are spread evenly over the directions of the three families.

Numbers in the example were calculated in double precision.
